# Diffusion prefactor of the long-channel subthreshold current

## The physical question

Lower the gate voltage of an n-channel MOSFET below threshold, and the drain current does not stop. It falls by a constant factor for each equal step of gate voltage, or nearly so. The exponential comes from the Boltzmann population of the silicon surface. Its prefactor is less obvious: it contains a capacitance, although almost no charge is being stored in the channel, and the square of the thermal voltage, although a diffusion constant supplies a single power. The electrostatics of the depleted silicon accounts for both.

## Conventions and assumptions

Let $x$ be the depth into the silicon and $y$ the distance from source ($y=0$) to drain ($y=L$). The channel width is $W$, and $q>0$ is the elementary charge. The potential $\psi(x,y)$ is measured from the neutral p-type bulk, and $\psi_s$ is its surface value. Define

$$\phi_t=\frac{kT}{q},\qquad \phi_F=\phi_t\ln\frac{N_A}{n_i},\qquad a=\psi_s-\phi_t .$$

The electron quasi-Fermi potential $V(y)$ rises from $0$ at the source to $V_{DS}\ge 0$ at the drain. $Q_i$ and $Q_d$ are the magnitudes of the electron and depletion charges per area, and $I_D$ is positive from drain to source. The assumptions are:

1. The channel is long, so Poisson's equation may be solved in $x$ alone at each $y$.
2. The acceptors have uniform density $N_A$ and are ionized. Both carriers obey Boltzmann statistics, and the holes are in equilibrium with the grounded bulk.
3. The surface is in weak inversion: $\phi_t\ll a$, and the electrons have little effect on the potential. Lemma 3 makes the second condition quantitative.
4. The mobility $\mu$ is constant, the Einstein relation $D=\mu\phi_t$ holds, and the steady current has no generation or recombination.
5. Charge at the oxide interface does not change with bias.

**Theorem.** Under these assumptions, to leading order in $\phi_t/a$ and in the electron charge,

$$I_D=\mu\frac{W}{L}\,C_d\,\phi_t^2\;e^{(\psi_s-2\phi_F)/\phi_t}\left(1-e^{-V_{DS}/\phi_t}\right),\qquad C_d=\frac{dQ_d}{d\psi_s}.$$

The first correction in $\phi_t/a$ multiplies the current by $1+\phi_t/(2a)$.

## Lemma 1: surface field and depletion capacitance

**Statement.** $E_s=\sqrt{2qN_A(\psi_s-\phi_t)/\varepsilon}$ and $C_d=qN_A/E_s$.

**Proof.** With the electrons neglected and $p=N_Ae^{-\psi/\phi_t}$, Poisson's equation is

$$\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon}\left(1-e^{-\psi/\phi_t}\right).$$

Multiply by $2\,d\psi/dx$. The left side becomes the derivative of $(d\psi/dx)^2=E^2$. Integrating from the bulk, where $\psi$ and $E$ vanish, gives

$$E^2=\frac{2qN_A}{\varepsilon}\left[\psi-\phi_t+\phi_te^{-\psi/\phi_t}\right].$$

At the surface $\psi_s\gg\phi_t$, so the last term is exponentially small and the stated $E_s$ follows. The term $-\phi_t$ remains: it records the holes that spill into the edge of the depletion region.

Gauss's law gives $Q_d=\varepsilon E_s$, because the field vanishes in the bulk. Hence $Q_d^2=2q\varepsilon N_A(\psi_s-\phi_t)$. Differentiating both sides,

$$2Q_dC_d=2q\varepsilon N_A\quad\Rightarrow\quad C_d=\frac{q\varepsilon N_A}{Q_d}=\frac{qN_A}{E_s}.\qquad\blacksquare$$

The capacitance enters the current through this identity. A large $C_d$ means a weak surface field for the given doping, and a weak field lets the electron layer spread deeper.

## Lemma 2: weak-inversion charge

**Statement.**

$$Q_i=C_d\phi_t\,e^{(\psi_s-2\phi_F-V)/\phi_t}\left[1+\frac{\phi_t}{2a}+\cdots\right].$$

**Proof.** The bulk electron density is $n_i^2/N_A$, so

$$n=\frac{n_i^2}{N_A}e^{(\psi-V)/\phi_t}.$$

The definition of $\phi_F$ gives $n_i^2=N_A^2e^{-2\phi_F/\phi_t}$. The surface density is therefore

$$n_s=N_Ae^{(\psi_s-2\phi_F-V)/\phi_t}.$$

Change the integration variable from depth to the potential drop $s=\psi_s-\psi$, for which $dx=ds/E$. Lemma 1 gives $E=E_s\sqrt{1-s/a}$ near the surface, so

$$Q_i=q\int n\,dx=\frac{qn_s}{E_s}\int_0 e^{-s/\phi_t}\left(1-\frac{s}{a}\right)^{-1/2}ds .$$

The exponential confines the integral to a few $\phi_t$. Expand the root as $1+s/(2a)+\cdots$ and extend the upper limit of each term to infinity. Since $\int_0^\infty e^{-s/\phi_t}ds=\phi_t$ and $\int_0^\infty s\,e^{-s/\phi_t}ds=\phi_t^2$,

$$Q_i=\frac{qn_s}{E_s}\,\phi_t\left[1+\frac{\phi_t}{2a}+\cdots\right].$$

Finally, $qn_s/E_s=(qN_A/E_s)\,e^{(\psi_s-2\phi_F-V)/\phi_t}$, and the bracketed ratio is $C_d$ by Lemma 1. $\blacksquare$

To leading order the charge is a surface density $qn_s$ times a thickness $\phi_t/E_s$, the distance over which an electron's potential energy rises by $kT$. This supplies the first power of $\phi_t$.

## Lemma 3: the current is mostly diffusion

**Statement.** With $c_i=Q_i/\phi_t$, the local fraction of the current carried by drift is, to leading order in $\phi_t/a$ at fixed $C_{ox}/C_d$,

$$\frac{d\psi_s}{dV}=\frac{c_i}{C_{ox}+C_d+c_i}.$$

**Proof.** The electron current density along $+y$ is the sum of drift and diffusion,

$$J_y=-q\mu n\frac{\partial\psi}{\partial y}+q\mu\phi_t\frac{\partial n}{\partial y}.$$

From the Boltzmann form of $n$, $\phi_t\,\partial n/\partial y=n(\partial\psi/\partial y-dV/dy)$. The two potential gradients cancel, leaving $J_y=-q\mu n\,dV/dy$. The drain current is positive toward the source, so

$$I_D=-W\int J_y\,dx=\mu WQ_i\frac{dV}{dy}.$$

Within the thin electron layer $\partial\psi/\partial y\simeq d\psi_s/dy$. The drift part is thus $\mu WQ_i\,d\psi_s/dy$, and its share of the total is $d\psi_s/dV$. The finite thickness of the layer adds about $c_i\phi_t/(4aC_d)$ to this share. That term is small in weak inversion, but it is comparable with $d\psi_s/dV$ for thin oxides, where $C_{ox}/C_d$ approaches $a/\phi_t$.

To find this derivative, write the gate charge balance, with $V_{FB}$ the flat-band voltage:

$$C_{ox}(V_G-V_{FB}-\psi_s)=Q_d+Q_i .$$

Move along the channel at fixed $V_G$. The depletion charge changes by $C_d\,d\psi_s$. By Lemma 2 the electron charge changes by $dQ_i=c_i(d\psi_s-dV)$, where the slow variation of $C_d$ is a correction of relative order $\phi_t/a$. Therefore

$$-C_{ox}d\psi_s=C_dd\psi_s+c_i(d\psi_s-dV),$$

and collecting the terms in $d\psi_s$ gives the result. $\blacksquare$

Weak inversion now has a measurable meaning: $c_i\ll C_{ox}+C_d$. The surface potential is then nearly the same from source to drain, although the quasi-Fermi potential is not.

## Proof of the theorem

By Lemma 3, set $\psi_s$ constant along the channel and keep the diffusion current,

$$I_D=-\mu\phi_tW\frac{dQ_i}{dy}.$$

The minus sign is right for a positive current: $Q_i$ falls toward the drain, electrons diffuse that way, and conventional current flows back to the source. Without generation, $I_D$ is the same at every $y$. The charge profile is therefore a straight line, and

$$I_D=\mu\phi_t\frac{W}{L}\left[Q_i(0)-Q_i(L)\right].$$

Insert Lemma 2 with $V=0$ at the source and $V=V_{DS}$ at the drain. The common factor is $C_d\phi_te^{(\psi_s-2\phi_F)/\phi_t}$, and the difference leaves $1-e^{-V_{DS}/\phi_t}$. This is the stated current. The correction $1+\phi_t/(2a)$ does not depend on $V$, so it multiplies the whole result. $\blacksquare$

The second power of $\phi_t$ comes from the Einstein relation.

**Two limits in drain voltage.** For $V_{DS}\ll\phi_t$, expand the drain factor as $V_{DS}/\phi_t$:

$$I_D\simeq\mu\frac{W}{L}C_d\phi_t\,e^{(\psi_s-2\phi_F)/\phi_t}\,V_{DS}.$$

The channel is then a resistor, and one power of $\phi_t$ has cancelled. For $V_{DS}\gg\phi_t$ the drain end is empty of electrons and the current saturates. No pinch-off is involved.

## Corollary: dependence on gate voltage

Define $V_T$ as the gate voltage at which the depletion charge alone gives $\psi_s=2\phi_F$. With $Q_i$ neglected in the charge balance, $V_G=V_{FB}+\psi_s+Q_d/C_{ox}$, whose slope is

$$\frac{dV_G}{d\psi_s}=m=1+\frac{C_d}{C_{ox}}.$$

Linearizing about $2\phi_F$, and evaluating $C_d$ and $m$ there as $C_{d0}$ and $m_0$, gives the familiar form

$$I_D\simeq\mu\frac{W}{L}C_{d0}\phi_t^2\,e^{(V_G-V_T)/(m_0\phi_t)}\left(1-e^{-V_{DS}/\phi_t}\right),\qquad C_{d0}=(m_0-1)C_{ox}.$$

**Error of the linearization.** Let $\delta=2\phi_F-\psi_s>0$ and $a_0=2\phi_F-\phi_t$. Since $C_d\propto a^{-1/2}$, its slope is $-C_d/(2a)$, and the next term of the expansion gives

$$V_T-V_G=m_0\delta+\frac{(m_0-1)\delta^2}{4a_0}+\cdots .$$

The true $\delta$ is smaller than $(V_T-V_G)/m_0$, so the Boltzmann factor is larger than the linear formula says. The true $C_d$ is larger too. Both errors make the linearized current smaller than the theorem's, increasingly so further below threshold. Very close to threshold the neglected electron charge, which lowers $\psi_s$, acts the other way.

**Swing.** From the theorem, $d\ln I_D/d\psi_s=1/\phi_t-1/(2a)$. Dividing $m$ by this slope and multiplying by $\ln10$ gives the gate voltage per decade,

$$S=\frac{\ln(10)\,m\,\phi_t}{1-\phi_t/(2a)},$$

with $m$ and $a$ taken at the operating point.

**Interface traps.** Suppose, against assumption 5, that traps follow the electron quasi-Fermi level and add a capacitance $C_{it}$. Their charge changes by $C_{it}(d\psi_s-dV)$. At fixed $V$ the gate coupling becomes $m=1+(C_d+C_{it})/C_{ox}$. The layer thickness still depends on $E_s=qN_A/C_d$, so the source charge and the small-$V_{DS}$ current keep $C_d$ alone, and $(m-1)C_{ox}$ would overestimate them. Repeating the algebra of Lemma 3 gives $d\psi_s/dV=(C_{it}+c_i)/(C_{ox}+C_d+C_{it}+c_i)$. With many traps the surface potential is no longer constant, and the simple drain factor fails when $V_{DS}$ is not small: $Q_i$ falls more slowly with $V$, and the saturated current is larger by a factor of about $1+C_{it}/(C_{ox}+C_d)$.

## Worked example

Take a silicon transistor at 300 K with $N_A=10^{16}\ \mathrm{cm^{-3}}$, a 20 nm oxide, $W=L=10\ \mu$m, $\mu=700\ \mathrm{cm^2/Vs}$ and $V_{DS}=0.1$ V. Then $\phi_t=25.85$ mV, $2\phi_F=0.714$ V and $C_{ox}=172.7\ \mathrm{nF/cm^2}$. At $\psi_s=2\phi_F$, $C_{d0}=34.72\ \mathrm{nF/cm^2}$ and $m_0=1.201$. The prefactor there is

$$700\times1\times(34.72\times10^{-9})\times(0.025852)^2\ \mathrm{A}=16.2\ \mathrm{nA}.$$

At $V_G=V_T-0.2$ V the depletion relation gives $\psi_s=0.550$ V and $C_d=39.80\ \mathrm{nF/cm^2}$, which raises the prefactor to 18.62 nA. The theorem then gives

$$I_D=18.62\ \mathrm{nA}\times(1.715\times10^{-3})\times0.979=31.3\ \mathrm{pA}.$$

The electron layer has $\phi_t/E_s=6.42$ nm. A direct solution of Poisson's equation gives $Q_i=1.812\ \mathrm{pC/cm^2}$, against 1.765 from the leading formula. The excess of 2.7% agrees with the predicted first correction, $\phi_t/(2a)=2.5\%$, up to higher orders.

The current can be checked without assuming pure diffusion. Lemma 3 gave $I_D\,dy=\mu WQ_i\,dV$, hence the Pao-Sah integral $I_D=\mu(W/L)\int_0^{V_{DS}}Q_i\,dV$. Here $\psi_s$ is solved at each $V$ with the electron charge included. The ratios of this current to the two formulas are:

| $V_G-V_T$ (V) | Pao-Sah (pA) | ratio to theorem | ratio to linearized |
|---|---|---|---|
| −0.1 | 702 | 1.019 | 1.105 |
| −0.2 | 32.1 | 1.027 | 1.266 |
| −0.3 | 1.55 | 1.032 | 1.531 |

The theorem without its correction stays within about 3% of the integral. The linearized form is low by a growing factor. At −0.2 V most of this factor is the capacitance ratio, $39.80/34.72=1.146$; the remainder comes from the curvature of $\psi_s(V_G)$ and the charge correction.

The drift share at the source is 0.03% at −0.2 V and 0.7% at −0.1 V. If the surface reached $2\phi_F$, Lemma 2 would give $c_i\simeq C_d$ and a share of $34.7/(172.7+2\times34.7)\simeq14\%$, so drift is no longer negligible there. The swing at −0.2 V is 75.1 mV/decade from the formula and 75.2 from the integral.

## Real devices

These parameters are rough typical values for an older, micron-scale silicon process, with a channel drawn long; modern logic transistors are far shorter and have thinner gate insulators. The largest neglected effect sized here is quantum confinement. In a triangular well with a hard wall and silicon's anisotropic masses for a (100) surface, the electron charge at the same $\psi_s$ is 0.74 of its classical value. The current falls by about 26%, equivalent to a gate-voltage shift of 10 mV. If $V_T$ is fitted to the measured current, much of this shift is absorbed in the fit. Source and drain depletion regions occupy roughly 0.46 μm, or 4.6% of $L$, in a one-dimensional estimate, and raise the current by about 5% if that length is subtracted. The source and drain also lower the barrier beyond these regions, so this estimate is too low and the actual increase is larger. An assumed trap density of $10^{10}\ \mathrm{cm^{-2}eV^{-1}}$ increases the small-$V_{DS}$ swing from 75.1 to 75.7 mV/decade.

Junction generation, for a drain junction of assumed area $WL$ and an assumed lifetime of 1 μs, is at most about 0.03 pA. This bound takes the maximum generation rate throughout the depletion region; at a reverse bias of only 0.1 V, most of that region generates far less. The bound is 0.1% of the current at −0.2 V and 2% at −0.3 V. Because this leakage does not fall exponentially with gate voltage as the channel current does, it eventually ends the exponential region. Oxide tunnelling is negligible, with a barrier exponent near 234, and so is degeneracy, with $n_s/N_c\approx6\times10^{-7}$.

## Cooling the transistor

The factor $\phi_t^2$ is not the full temperature dependence of the current: $\phi_t$ also stands in the exponentials, and $\mu$, $\phi_F$ and $C_d$ change too. With $m$ held at 1.201, and without the small correction in $\phi_t/a$, the ideal swing is 18.4 mV/decade at 77 K and 1.0 at 4.2 K. Three assumptions weaken on the way down.

The first is ionization. For an assumed acceptor level 45 meV above the valence band, the ionized fraction in the neutral bulk falls from 0.99 at 300 K to 0.28 at 77 K. The ratio of neutral to ionized acceptors is proportional to $p$, hence to $e^{-\psi/\phi_t}$, so the depleted region remains ionized and $C_d$ survives. The bulk hole density $p_0$ is no longer $N_A$, however, and the bulk electron density becomes $n_i^2/p_0$. To keep the prefactor $C_d\phi_t^2$ within the classical model, the reference $2\phi_F$ must be replaced by $\phi_t\ln(p_0N_A/n_i^2)$.

The second is the classical electron layer. At 77 K, with $\psi_s$ near 1 V, the thickness $\phi_t/E_s$ is only about 1 nm, far below the thermal wavelengths of about 9 and 20 nm for the two (100) masses. The electrons then sit in the lowest subbands, and their charge at the same $\psi_s$ is less than a tenth of the classical value, so $C_d\phi_t^2$ is no longer the prefactor. The exponential slope changes little, because the lowest level moves only as $E_s^{2/3}$.

The third is the sharp band edge. Suppose the density of states has an exponential tail $e^{E/w}$ below the edge. Once $kT$ is well below $w$, the tail states near the Fermi level dominate, and the density grows as $e^{E_F/w}$ instead of $e^{E_F/kT}$. For an assumed $w=3$ meV the crossover is at 35 K. Well below it, with the Fermi level still in the tail, and if the tail electrons conduct with a constant mobility, the swing tends to $\ln(10)\,m\,w/q\simeq8$ mV/decade instead of vanishing with $T$. The Boltzmann prefactor $C_d\phi_t^2$ then no longer applies.

The remaining values are in the numerical output below.

## Numbers as computed

```
Temperature 300 K; thermal voltage 25.852 mV
Acceptors 1.0e+16 cm^-3; n_i 1.0e+10 cm^-3
Oxide 20 nm; W 10 um; L 10 um
Mobility 700 cm2/Vs; V_DS 0.10 V
Relative permittivity: silicon 11.7, oxide 3.9
2 phi_F 0.7143 V; V_T - V_FB 0.9912 V
C_ox 172.66 nF/cm2
C_d at 2 phi_F 34.72 nF/cm2; m 1.2011
Prefactor mu(W/L)C_d phi_t^2 at 2 phi_F 16.242 nA
Main bias: V_G - V_T = -0.200 V
psi_s 0.5497 V; C_d 39.80 nF/cm2; m 1.2305
C_d by numerical derivative 39.80 nF/cm2
Prefactor with C_d at psi_s 18.621 nA
Boltzmann factor 1.7149e-03
Drain factor 0.9791
Surface field 0.0403 MV/cm
Layer thickness phi_t/E_s 6.422 nm
Mean electron depth, Poisson 6.788 nm
Q_i formula 1.765 pC/cm2
Q_i Poisson 1.812 pC/cm2
Leading charge correction 2.47 %
V_G-V_T -0.1 V: Pao-Sah 701.9 pA
  local 688.8 pA; linearized 635.1 pA
  Pao-Sah/local 1.0190; /linearized 1.1053
V_G-V_T -0.2 V: Pao-Sah 32.1 pA
  local 31.27 pA; linearized 25.36 pA
  Pao-Sah/local 1.0266; /linearized 1.2657
V_G-V_T -0.3 V: Pao-Sah 1.551 pA
  local 1.502 pA; linearized 1.013 pA
  Pao-Sah/local 1.0322; /linearized 1.5313
Source drift share at -0.1 V 0.707 %
Source drift share at -0.2 V 0.0321 %
Swing: Pao-Sah 75.22, formula 75.10 mV/decade
Quantum/classical charge at same psi_s 0.736
Equivalent gate-voltage shift 9.8 mV
Source+drain depletion 0.464 um = 4.6 % of L
Assumed traps 1e+10 cm^-2 eV^-1; q D_it 1.60 nF/cm2
Small-V_DS swing: clean 75.10, traps 75.67 mV/dec
Junction generation (lifetime 1 us) 0.0291 pA
Oxide field 0.121 MV/cm
Oxide tunnelling exponent (3.1 eV, 0.42 m_e) 234
Degeneracy measure n_s/N_c 6.3e-07
Bulk acceptors ionized: 300 K 0.993, 77 K 0.282
Ideal swing at 77 K, m fixed 18.35 mV/decade
Ideal swing at 4.2 K, m fixed 1.00 mV/decade
kT equals assumed 3 meV band tail at 34.8 K
```
